# The atom-mirror potential from short distance to the retarded and thermal limits

Q: A neutral atom in an isotropic ground state has no mean dipole moment. What is there for a mirror to act on?

A: The dipole has zero mean but a nonzero mean square, and the electromagnetic field near a mirror fluctuates differently from the field in free space. The atom's energy in that field therefore depends on its distance $z$ from the mirror.

I take a flat, perfectly conducting mirror in vacuum, an atom much smaller than $z$, and electric-dipole coupling to second order. Formulas are in Gaussian form, so a polarizability is a volume. I keep $\hbar$ and $c$ visible; numbers will be in Hartree atomic units. The temperature is zero at first.

Q: Before any perturbation theory, what is the coupling? If you use photons for retardation, you may have to add the electrostatic image force by hand, and I will suspect double counting.

A: Nothing has to be added if the field is described by $\mathbf D=\mathbf E+4\pi\mathbf P$, with $\mathbf P$ the polarization of the atom. Use a gauge without scalar potential, $\mathbf E=-\dot{\mathbf A}/c$. The field Lagrangian with its coupling is

$$L=\int d^3r\left[\frac{E^2-B^2}{8\pi}+\mathbf P\cdot\mathbf E\right].$$

The momentum conjugate to $\mathbf A$ is $-\mathbf D/(4\pi c)$, so $\mathbf D$ is the quantity to expand in free-field modes. The field energy is $\int(E^2+B^2)/8\pi$, and inserting $\mathbf E=\mathbf D-4\pi\mathbf P$ gives

$$\frac{1}{8\pi}\int (D^2+B^2)\,d^3r-\int\mathbf P\cdot\mathbf D\,d^3r+2\pi\int P^2\,d^3r .$$

The last term contains the atom's internal Coulomb energy and a local self-energy. Since $\mathbf P$ is confined to the atom, it does not depend on $z$. For a small atom the middle term is $-\mathbf d\cdot\mathbf D(z)$. The atom is neutral, so $\nabla\cdot\mathbf D=0$, and at the mirror $\mathbf P=0$, so the tangential part of $\mathbf D$ vanishes there. The modes of the empty half-space thus carry the whole interaction, image force included. We can check that at short distance.

Q: Then show me what the mirror does to the modes.

A: Let a wave of wavenumber $k=\omega/c$ arrive along $(s,0,-\mu)$, where $\mu$ is the cosine of the angle of incidence and $s^2=1-\mu^2$. Its polarization $\mathbf e$ is reflected into $(-e_x,-e_y,e_z)$, which cancels the tangential field at $z=0$. With phases $e^{\mp ik\mu z}$ for the two waves, the two polarizations give

$$\mathbf e=(0,1,0):\quad |\mathbf E|^2=4\sin^2(k\mu z),$$

$$\mathbf e=(\mu,0,s):\quad |\mathbf E|^2=4\mu^2\sin^2(k\mu z)+4s^2\cos^2(k\mu z).$$

Each averages to 2 over $z$, so a mode function $\mathbf f$ normalized in volume $V$ has $|\mathbf f|^2=|\mathbf E|^2/(2V)$. Write $C=\cos(2k\mu z)$. The two values of $V|\mathbf f|^2$ are $1-C$ and $\mu^2(1-C)+(1-\mu^2)(1+C)=1+(1-2\mu^2)C$. Their sum is $2-2\mu^2C$.

Standing waves have spacing $\pi/L_z$ in $k_z>0$, and periodic waves have spacing $2\pi/L$ in the other two directions. The number of modes per polarization is therefore $V\,d^3k/(4\pi^3)$, with $d^3k=2\pi k^2dk\,d\mu$ and $0<\mu<1$. Hence

$$\sum_{\rm modes}|\mathbf f|^2\to\int_0^\infty d\omega\,\frac{\omega^2}{\pi^2c^3}\left[1-g\!\left(\frac{2\omega z}{c}\right)\right],$$

where two integrations by parts give

$$g(x)=\int_0^1\mu^2\cos(x\mu)\,d\mu=\frac{\sin x}{x}+\frac{2\cos x}{x^2}-\frac{2\sin x}{x^3}.$$

The 1 belongs to free space. The mirror's effect is all in $g$.

Q: Now the energy, with its sign.

A: Each mode contributes to $\mathbf D$ an amplitude $\sqrt{2\pi\hbar\omega}\,\mathbf f$ for creating a photon. This gives the mode an electric vacuum energy $2\pi\hbar\omega/8\pi=\hbar\omega/4$, half of its zero-point energy, as it should.

The second-order process excites the atom to a level at $\hbar\omega_m$ above the ground state and creates a photon. Let $d_m^2$ be the squared matrix element of $d_x$, summed over the degenerate states of that level. Isotropy makes the sum of $|\mathbf f\cdot\mathbf d|^2$ equal to $|\mathbf f|^2d_m^2$, so

$$\Delta E=-\sum_{\rm modes}2\pi\hbar\omega|\mathbf f|^2\sum_m\frac{d_m^2}{\hbar(\omega_m+\omega)} .$$

I drop the free-space part, which is independent of $z$. The minus sign of $g$ meets the minus sign of the shift:

$$U_0(z)=\frac{2}{\pi c^3}\sum_m d_m^2\int_0^\infty d\omega\,\frac{\omega^3 g(2\omega z/c)}{\omega_m+\omega}.$$

Q: That integral does not converge. At large $\omega$ the integrand oscillates with an amplitude that grows like $\omega$.

A: True as written. The dipole approximation fails for waves shorter than the atom, so the coupling must be cut off there. I insert $e^{-\eta\omega}$ and let $\eta\to0^+$ at the end. With this factor the integration path can be turned from the real to the imaginary axis, where the integral converges without help.

Write $g=\mathrm{Re}\,h$ on the real axis, with

$$h(x)=e^{ix}\left(-\frac{i}{x}+\frac{2}{x^2}+\frac{2i}{x^3}\right).$$

In the first quadrant $h$ decays upwards and the damping factor decays to the right. The pole at $-\omega_m$ lies outside, and $\omega^3h$ is finite at zero. Set $\omega=i\xi$ and $y=2\xi z/c$, so that $x=iy$. The three terms in the bracket become $-1/y$, $-2/y^2$ and $-2/y^3$, and

$$h=-\frac{2}{y^3}F(y),\qquad F(y)=e^{-y}\left(1+y+\frac{y^2}{2}\right).$$

Since $\omega^3=-i\xi^3$ and $\xi^3/y^3=c^3/(8z^3)$,

$$\omega^3h=\frac{ic^3}{4z^3}F(y).$$

The factor $i$ from $d\omega=i\,d\xi$ makes this $-c^3F\,d\xi/(4z^3)$. It is real, so we need the real part of $1/(\omega_m+i\xi)$, which is $\omega_m/(\omega_m^2+\xi^2)$. In terms of the polarizability at imaginary frequency,

$$\alpha(i\xi)=\sum_m\frac{2\omega_m d_m^2}{\hbar(\omega_m^2+\xi^2)},$$

the sum over levels is $\hbar\alpha(i\xi)/2$, and the result is

$$U_0(z)=-\frac{\hbar}{4\pi z^3}\int_0^\infty d\xi\,\alpha(i\xi)\,F\!\left(\frac{2\xi z}{c}\right).$$

The numerical check tests this rotation by extrapolating the damped real-frequency integral to $\eta=0$.

Q: You promised the image force.

A: When $z$ is small compared with $c/\omega_m$ for the transitions that matter, $F\to1$. Because $\int_0^\infty 2\omega_m\,d\xi/(\omega_m^2+\xi^2)=\pi$ and the ground state has no mean dipole, $\int\alpha\,d\xi=\pi\langle d_x^2\rangle/\hbar$. Therefore

$$U_0\to-\frac{\langle d_x^2\rangle}{4z^3}.$$

Electrostatics gives the same. The image of $(d_x,d_y,d_z)$ is $(-d_x,-d_y,d_z)$ at distance $2z$. The dipole-dipole energy is $-(d_x^2+d_y^2+2d_z^2)/(8z^3)$, and half of it counts because the image is induced. Averaging over an isotropic state gives $-4\langle d_x^2\rangle/(16z^3)$.

Q: And what does retardation do as the atom moves away?

A: It weakens the attraction relative to this short-distance law, because $F'(y)=-\tfrac12y^2e^{-y}$ is negative and $F(0)=1$. Frequencies well above $c/(2z)$, the inverse of the travel time to the mirror and back, are suppressed. Once $z\gg c/\omega_0$, with $\omega_0$ the lowest transition frequency that matters, the surviving $\xi$ are so low that $\alpha(i\xi)$ may be replaced by $\alpha(0)$. With $d\xi=c\,dy/(2z)$ and

$$\int_0^\infty F\,dy=1+1+\tfrac12\cdot2=3,$$

the potential becomes

$$U_0\to-\frac{3\hbar c\,\alpha(0)}{8\pi z^4}.$$

The extra power of $1/z$ is the width $c/(2z)$ of the frequency band that still contributes.

Q: How far out must I go before I can trust it?

A: Expand $\alpha(i\xi)=\alpha_0-\alpha_2\xi^2+\dots$, with $\alpha_2=\sum_m2d_m^2/(\hbar\omega_m^3)$. Since $\int y^2F\,dy=2+6+12=20$, the first correction multiplies the retarded law by

$$1-\frac{20}{3}\,\frac{\alpha_2}{\alpha_0}\left(\frac{c}{2z}\right)^2 .$$

Q: All this is at zero temperature. A real mirror sits in a room full of thermal photons. Can they change the power law?

A: Yes. Keep the atom in its ground state and give each mode the mean photon number $n(\omega)=1/(e^{\hbar\omega/kT}-1)$. Creating a photon now has weight $n+1$ and denominator $\omega_m+\omega$. Absorbing one has weight $n$ and denominator $\omega_m-\omega$. The terms proportional to $n$ combine:

$$\sum_m d_m^2\left[\frac1{\omega_m+\omega}+\frac1{\omega_m-\omega}\right]=\hbar\,\alpha(\omega),\qquad \alpha(\omega)=\sum_m\frac{2\omega_md_m^2}{\hbar(\omega_m^2-\omega^2)}.$$

The additional potential is therefore

$$U-U_0=\frac{2\hbar}{\pi c^3}\,\mathrm{PV}\!\int_0^\infty d\omega\,\omega^3n(\omega)\alpha(\omega)\,g\!\left(\frac{2\omega z}{c}\right).$$

The principal value (PV) gives the real energy shift; the part it leaves out describes real absorption.

Q: When you rotate this one, you run into poles on both axes.

A: They carry the physics. Let $f=\omega^3n\alpha h$. Pass above each $\omega_m$ on the real axis, and to the right of the poles of $n$ on the imaginary axis, which lie at $i\xi_j$ with $\xi_j=2\pi jkT/\hbar$. No pole is then enclosed. A half circle above $\omega_m$ is traversed clockwise and gives $-i\pi$ times the residue. A half circle to the right of $i\xi_j$ gives $+i\pi$, and the quarter circle at the origin gives $+i\pi/2$. Equating the two paths,

$$\mathrm{PV}\!\int_0^\infty\! f\,d\omega=\mathrm{PV}\!\int_0^{i\infty}\! f\,d\omega+i\pi\left[\tfrac12\mathrm{Res}_0+\sum_{j\ge1}\mathrm{Res}_{i\xi_j}\right]+i\pi\sum_m\mathrm{Res}_{\omega_m}.$$

Both integrals start at the radius of the quarter circle. Their imaginary parts grow logarithmically, and equally, as it shrinks, while their real parts stay finite. We need the real part of each piece, multiplied by $2\hbar/(\pi c^3)$.

First, the imaginary axis. There $f\,d\omega=-(c^3/4z^3)\,\alpha F\,n(i\xi)\,d\xi$, with

$$n(i\xi)=-\frac12-\frac i2\cot\frac{\hbar\xi}{2kT}.$$

The cotangent part is imaginary and drops out. The $-\tfrac12$ gives $+(\hbar/4\pi z^3)\int\alpha F\,d\xi$, which is $-U_0$. It cancels the zero-temperature potential.

Second, the poles of $n$. The residue of $n$ at each of them is $kT/\hbar$, so that of $f$ is $(kT/\hbar)\,\alpha(i\xi_j)\,ic^3F/(4z^3)$. Multiplication by $i\pi$ and by the prefactor gives $-(kT/2z^3)\,\alpha F$ per pole, and half of that at the origin.

Third, the atomic poles. The residue of $\alpha$ at $\omega_m$ is $-d_m^2/\hbar$, so the real part of $i\pi\,\mathrm{Res}$ is $+\pi(d_m^2/\hbar)\omega_m^3n(\omega_m)\,\mathrm{Im}\,h$.

Altogether,

$$U(z)=-\frac{kT}{2z^3}\sum_{j=0}^{\infty}{}^{'}\,\alpha(i\xi_j)\,F\!\left(\frac{2\xi_jz}{c}\right)+U_{\rm res},$$

$$U_{\rm res}=\frac{2}{c^3}\sum_md_m^2\omega_m^3\,n(\omega_m)\,\mathrm{Im}\,h\!\left(\frac{2\omega_mz}{c}\right),$$

where the prime halves the $j=0$ term and

$$\mathrm{Im}\,h(x)=-\frac{\cos x}{x}+\frac{2\sin x}{x^2}+\frac{2\cos x}{x^3}.$$

The program tests this decomposition at temperatures high enough for the resonant term to matter.

Q: Leave the resonant term aside for a moment. What remains far away?

A: For $z\gg\hbar c/kT$ even the first nonzero frequency has $2\xi_1z/c\gg1$, and $F$ suppresses it. The halved static term is left:

$$U\to-\frac{kT\,\alpha(0)}{4z^3}.$$

Apart from what is inside $\alpha(0)$, neither $\hbar$ nor $c$ appears: the same result follows from the classical occupation $n\simeq kT/\hbar\omega$. It is the response to classical thermal fluctuations of the field, at frequencies of order $c/z$, so low that the atom answers with its static polarizability.

Q: So $z^{-4}$ turns back into $z^{-3}$. I would like to see one formula doing both.

A: If $\alpha$ may be taken as static, the sum closes. Let $t=4\pi kTz/(\hbar c)$ and $a=t/2$, so that the argument of $F$ is $jt$. The geometric series and its derivatives with respect to $t$ are

$$\sum_j{}^{'}e^{-jt}=\tfrac12\coth a,\quad \sum_j je^{-jt}=\frac1{4\sinh^2a},\quad \sum_j j^2e^{-jt}=\frac{\cosh a}{4\sinh^3a}.$$

Adding the first, $t$ times the second and $t^2/2$ times the third gives

$$U=-\frac{kT\alpha(0)}{4z^3}\,B(a),\qquad B(a)=\coth a+\frac{a}{\sinh^2a}+\frac{a^2\coth a}{\sinh^2a}.$$

For small $a$ the three terms are

$$\frac1a+\frac a3-\frac{a^3}{45},\qquad \frac1a-\frac a3+\frac{a^3}{15},\qquad \frac1a-\frac{a^3}{15},$$

up to higher powers. Their sum is $3/a-a^3/45$, so

$$U\simeq-\frac{3\hbar c\,\alpha(0)}{8\pi z^4}\left(1-\frac{t^4}{2160}\right).$$

For large $a$, $\coth a\simeq1+2e^{-2a}$ and $1/\sinh^2a\simeq4e^{-2a}$, hence $B\simeq1+(2+4a+4a^2)e^{-2a}$. The approach to the thermal law is exponential.

The retarded law thus needs a window, $c/\omega_0\ll z\ll\hbar c/kT$, which exists when $kT\ll\hbar\omega_0$.

Q: Back to the term you put aside. For large $z$ it falls like $1/z$. That beats $1/z^3$, so your thermal limit is wrong.

A: As a strict limit $z\to\infty$ of this second-order formula, in which the levels are perfectly sharp, your objection is correct: the oscillating resonant term wins in the end. (If the level is given a width $\Gamma$ in $\alpha(\omega)$, the oscillating term dies off beyond $z\sim c/\Gamma$, so the $1/z$ tail means something only at shorter distances.) What saves the thermal law in practice is the factor $n(\omega_m)\simeq e^{-\hbar\omega_m/kT}$. The law therefore carries a second condition, that $U_{\rm res}$ be negligible at the distance considered. Whether it is can be settled with numbers.

Q: Then take a real atom.

A: Take nonrelativistic hydrogen with an infinitely heavy nucleus, at 300 K. Its p states are represented by 20 Laguerre functions, and the resulting $\alpha(i\xi)$ is tested against a separate solution of the response equation on a radial grid. The data in atomic units are $\alpha_0=4.5$, $\alpha_2=26.583$, $\langle x^2\rangle=1$, $c=137.036$ and $kT=9.5004\times10^{-4}$.

The 1s-2p energy is 0.375 hartree, so $c/\omega_0=365$ bohr, while $\hbar c/kT=1.442\times10^5$ bohr. These lengths differ by a factor of about 400; the retarded law holds to 1% over about one decade of that range, from roughly $4\times10^3$ to $5\times10^4$ bohr. The coefficients of the three laws are

- short distance: $1/4=0.25$ hartree bohr$^3$;
- retarded: $3(137.036)(4.5)/(8\pi)=73.61$ hartree bohr$^4$;
- thermal: $(9.5004\times10^{-4})(4.5)/4=1.0688\times10^{-3}$ hartree bohr$^3$.

The first two laws cross at $73.61/0.25=294$ bohr, the last two at $73.61/(1.0688\times10^{-3})=6.89\times10^4$ bohr. The full potential at 300 K, without the resonant term, compares with them as follows.

| $z$ (bohr) | $U$ (hartree) | $U$/short | $U$/retarded | $U$/thermal |
|---|---|---|---|---|
| $20$ | $-2.983\times10^{-5}$ | 0.955 | 0.065 | 223 |
| $10^2$ | $-2.004\times10^{-7}$ | 0.802 | 0.272 | 187 |
| $10^3$ | $-6.481\times10^{-11}$ | 0.259 | 0.880 | 60.6 |
| $10^4$ | $-7.346\times10^{-15}$ | 0.029 | 0.998 | 6.87 |
| $10^5$ | $-1.086\times10^{-18}$ | 0.004 | 1.475 | 1.016 |
| $10^6$ | $-1.069\times10^{-21}$ | 0.004 | 14.5 | 1.000 |

Q: Do your correction formulas account for the departures from 1?

A: At $10^4$ bohr the finite atomic frequencies lower the retarded law by

$$\frac{20}{3}\cdot\frac{26.583}{4.5}\left(\frac{137.036}{2\times10^4}\right)^2=1.85\times10^{-3}$$

relative to it. With $t=0.871$, temperature lowers it further, by $t^4/2160=2.7\times10^{-4}$ in leading order. The next term of the expansion of $B$, a relative $+t^6/15120=0.3\times10^{-4}$, reduces this to $2.4\times10^{-4}$, which is the difference between the computed energies at zero temperature and at 300 K, $-7.34735\times10^{-15}$ and $-7.34559\times10^{-15}$ hartree, measured against the retarded law. The predicted ratio is 0.9979, and the computed one is 0.99793. Note the sign: at this distance, warming the field slightly weakens the attraction.

At $10^5$ bohr, $a=4.356$, and the exponential correction is $(2+17.4+75.9)e^{-8.712}=0.0157$. The computed ratio to the thermal law is 1.0157. Here warming strengthens the attraction, from $-7.36\times10^{-19}$ hartree at zero temperature to $-1.086\times10^{-18}$ hartree at 300 K.

Q: And the resonant term?

A: Keep the 1s-2p transition, with $d^2=0.555$; higher transitions have still fewer thermal photons. Far away $\mathrm{Im}\,h$ has amplitude $1/x=c/(2\omega z)$, so the amplitude of $U_{\rm res}$ is $d^2\omega^2e^{-\omega/kT}/(c^2z)$ in atomic units. The exponent is $0.375/(9.5004\times10^{-4})=395$. At $10^6$ bohr this amplitude is about $10^{-162}$ of the thermal law. The ratio grows as $z^2$, so the two would become equal near $10^{6+81}=10^{87}$ bohr. That is far beyond $c/\Gamma\approx9\times10^9$ bohr, set by the natural width of 2p, where sharp levels stop being a valid assumption. For the electric-dipole transitions of hydrogen at room temperature the objection is therefore irrelevant. Real hydrogen also has a spin magnetic moment, which this model omits. The image of a magnetic moment in an ideal mirror repels it, with energy $+\mu_B^2/(4z^3)=1/(16c^2z^3)$ in atomic units: $4.5\times10^{-4}$ of $|U|$ at $10^4$ bohr, more than the temperature correction found above, and 0.3% at $10^5$ and $10^6$ bohr. The hyperfine transition lies far below $kT$, so its resonant term is not suppressed; for an atom held in the lowest hyperfine level before an ideal mirror at 300 K, the magnetic term turns from repulsive to attractive near 0.3 cm, is about 0.4 of the electric one at 1 cm, passes it in magnitude near 1.3 cm and is about 80 times larger at 5 cm. For an atom or molecule held in its ground state with a transition energy comparable to $kT$, $U_{\rm res}$ has to be kept; left to itself, such a system would also populate its excited levels, which this derivation does not cover.

Q: How large are these energies in a unit I can picture, and would a real metal give them?

A: At $10^4$ bohr, or 0.529 micrometre, $U/h=-48$ Hz. At $10^6$ bohr, or 52.9 micrometres, it is $-7.0\times10^{-6}$ Hz.

As for the metal, the formula asks the mirror to reflect perfectly at all the frequencies that contribute. At large distance these extend to the order of $c/z$, which at $10^4$ bohr is about 0.014 hartree. At 20 bohr the range is set by the atom itself, several tenths of a hartree and more, where perfect reflection is a poor description of a metal. The table therefore describes the model, a point dipole before an ideal mirror. With the reflection coefficients of a Drude metal (plasma energy 9 eV and damping 0.035 eV, roughly gold) in place of perfect reflection, the energy is about 0.40 of the tabulated value at $10^2$ bohr, 0.66 at $10^3$ and 0.94 at $10^4$, and agrees with it to 0.1% at $10^5$ and $10^6$ bohr. A Drude model omits the interband absorption of gold, which matters at the shorter distances: with a Lorentz-Drude dielectric function that includes it, the first three ratios become about 0.5, 0.7 and 0.93. Even at $10^4$ bohr the imperfect reflection outweighs the small corrections discussed above. Even for an ideal mirror the finite size of the atom matters at 20 bohr. With the electron at $\mathbf r$ from the nucleus, the unretarded image energy in atomic units is $-1/(4z)-1/[4(z+r_z)]+1/|2z\hat{\mathbf z}+\mathbf r|$. The last term averages to $1/(2z)$ over a spherical cloud, and expanding the middle term leaves $-\langle r_z^2\rangle/(4z^3)-\langle r_z^4\rangle/(4z^5)$. For 1s, $\langle r_z^4\rangle=\langle r^4\rangle/5=22.5/5=4.5$, so the neglected term is $4.5/400$, about 1% of the leading one at 20 bohr. It deepens the energy in that row from $-2.98\times10^{-5}$ to about $-3.02\times10^{-5}$ hartree, so for the atom itself the tabulated value is good to about 1%.

## Calculated quantities

```
speed of light c = 137.0360 a.u.
temperature T = 300 K
thermal energy kT = 9.500435e-04 hartree
hydrogen static polarizability alpha_0 = 4.500000 bohr^3
curvature coefficient alpha_2 = 26.58333 a.u.
alpha(i xi) at xi = 0.4 a.u.: 2.38175 bohr^3
mean square <x^2> of 1s = 1.000000 bohr^2
1s-2p excitation energy = 0.375000 hartree
1s-2p squared dipole (x component) = 0.55493 a.u.
reduced wavelength c/omega(1s-2p) = 365.43 bohr
thermal length hbar c/kT = 1.44242e+05 bohr
integral of F from 0 to infinity = 3.000000
short-distance coefficient = 0.250000 hartree bohr^3
retarded coefficient = 73.60860 hartree bohr^4
thermal coefficient = 1.068799e-03 hartree bohr^3
retarded and thermal laws cross at z = 6.88704e+04 bohr
short-distance and retarded laws cross at z = 294.434 bohr
Table: z (bohr), U at T=0 (hartree), U at 300 K (hartree)
         20  -2.98293e-05  -2.98293e-05
        100  -2.00387e-07  -2.00387e-07
       1000  -6.48098e-11  -6.48098e-11
      10000  -7.34735e-15  -7.34559e-15
     100000  -7.36072e-19  -1.08557e-18
    1000000  -7.36086e-23  -1.06880e-21
Table: z (bohr), U(300 K) / short-distance, retarded, thermal law
         20  0.95454  0.06484  223.27355
        100  0.80155  0.27223  187.48847
       1000  0.25924  0.88047  60.63799
      10000  0.02938  0.99793  6.87276
     100000  0.00434  1.47479  1.01570
    1000000  0.00428  14.52003  1.00000
retardation correction at 1e4 bohr = 1.84891e-03
t = 4 pi kT z/(hbar c) at 1e4 bohr = 0.87120
temperature correction t^4/2160 at 1e4 bohr = 2.6670e-04
a = 2 pi kT z/(hbar c) at 1e5 bohr = 4.35601
closed-form bracket at 1e5 bohr = 1.01570
log10 of (resonant amplitude / thermal law) at 1e6 bohr = -161.8
z = 10000 bohr = 0.5292 micrometre: U(300 K)/h = -4.8332e+01 Hz
z = 1000000 bohr = 52.9177 micrometre: U(300 K)/h = -7.0324e-06 Hz
```
